# Fastest-growing mound wavelength in a linear model of epitaxial growth: verification in Python

```python
"""
Result under test: for dh/dt = -nu Lap(h) - K Lap(Lap(h)), the fastest
height wave has wavelength 2 pi sqrt(2K/nu) and amplitude rate nu^2/(4K).
h: height about the rising mean (nm); nu: destabilising coefficient (nm^2/s);
K: smoothing coefficient (nm^4/s); q: wavenumber (1/nm); sigma: rate (1/s).
The program also tests mode selection with noise and the end of linear growth.
Ge(001) growth inputs are rough or round values, not measured results.
"""
import numpy as np
import sympy as sp
from scipy.constants import Boltzmann, elementary_charge
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import exprel

nu, K = 1.0, 50.0
flux = 0.1
temperature = 430.0
lattice_constant = 0.566
selected_slope = 0.2
initial_amplitude = 0.05
activation_energy = 0.5
temperature_error = 5.0
anisotropy = 0.10


def sigma(q, n=nu, k=K):
    return n*q**2 - k*q**4


def fastest_formula(n, k):
    return np.sqrt(n/(2*k)), n*n/(4*k)


# Substitute an oblique plane wave into the differential equation.
x, y, t = sp.symbols("x y t", real=True)
px, py, n_s, k_s = sp.symbols("px py n_s k_s", positive=True)
rate = sp.symbols("rate")
wave = sp.exp(sp.I*(px*x + py*y) + rate*t)


def laplacian(f):
    return sp.diff(f, x, 2) + sp.diff(f, y, 2)


residual = sp.diff(wave, t) + n_s*laplacian(wave)
residual += k_s*laplacian(laplacian(wave))
symbolic_rate = sp.solve(sp.simplify(residual/wave), rate)[0]
q2 = px**2 + py**2
square_form = n_s**2/(4*k_s) - k_s*(q2 - n_s/(2*k_s))**2
assert sp.simplify(symbolic_rate - square_form) == 0

# Check the scaling laws by numerical maximization.
for n_test, k_test in [(nu, K), (0.4, 30.0), (2.0, 90.0)]:
    found = minimize_scalar(lambda q: -sigma(q, n_test, k_test),
                            bounds=(0.001, 0.5), method="bounded",
                            options={"xatol": 1e-10})
    q_test, s_test = fastest_formula(n_test, k_test)
    assert abs(found.x/q_test - 1) < 1e-5
    assert abs(-found.fun/s_test - 1) < 1e-9

q_star, sigma_star = fastest_formula(nu, K)
wavelength = 2*np.pi/q_star
assert abs(wavelength - 62.8) < 0.05
assert abs(sigma_star - 0.005) < 1e-12
q_cut = brentq(sigma, 0.11, 0.20)
cut_wavelength = 2*np.pi/q_cut
assert abs(cut_wavelength - wavelength/np.sqrt(2)) < 1e-8

# Diagonalize a real-space periodic difference operator, spacing 1 nm.
sites = 1000
difference = -2*np.eye(sites)
difference += np.roll(np.eye(sites), 1, axis=0)
difference += np.roll(np.eye(sites), -1, axis=0)
operator = -nu*difference - K*(difference @ difference)
values, vectors = np.linalg.eigh(operator)
mode = int(np.argmax(np.abs(np.fft.rfft(vectors[:, -1]))))
matrix_wavelength = sites/mode
matrix_rate = values[-1]
# The periodic box permits only discrete wavelengths.
assert abs(matrix_wavelength - wavelength) < 2.1
assert abs(matrix_rate - sigma_star) < 2e-6

# Slope saturation: test the projected rate and a full time integration.
slope_ratio = np.sqrt(0.10/1.5)
limit_amplitude = slope_ratio*selected_slope/q_star
limit_time = np.log(limit_amplitude/initial_amplitude)/sigma_star
points = 32
position = np.arange(points)*wavelength/points
wavenumbers = q_star*np.arange(points//2 + 1)


def nonlinear_rhs(time, height):
    transform = np.fft.rfft(height)
    slope = np.fft.irfft(1j*wavenumbers*transform, n=points)
    current = nu*slope*(1 - (slope/selected_slope)**2)
    change = -1j*wavenumbers*np.fft.rfft(current)
    change -= K*wavenumbers**4*transform
    return np.fft.irfft(change, n=points)


def first_amplitude(height):
    return 2*np.mean(height*np.cos(q_star*position))


trial = limit_amplitude*np.cos(q_star*position)
projected_rate = first_amplitude(nonlinear_rhs(0, trial))/limit_amplitude
predicted_rate = sigma_star*(1 - 1.5*slope_ratio**2)
assert abs(projected_rate - predicted_rate) < 1e-10
solution = solve_ivp(nonlinear_rhs, (0, limit_time),
                     initial_amplitude*np.cos(q_star*position),
                     method="BDF", rtol=1e-8, atol=1e-10)
assert solution.success
nonlinear_amplitude = first_amplitude(solution.y[:, -1])
gain_term = limit_amplitude**2 - initial_amplitude**2
bernoulli_amplitude = limit_amplitude/np.sqrt(
    1 + 1.5*q_star**2*gain_term/selected_slope**2)
assert abs(nonlinear_amplitude/bernoulli_amplitude - 1) < 2e-3
amplitude_deficit = 1 - nonlinear_amplitude/limit_amplitude

# Find the half-power band directly and compare with its closed formula.


def half_power(q):
    return 2*limit_time*(sigma(q) - sigma_star) + np.log(2)


q_low = brentq(half_power, 0.03, q_star)
q_high = brentq(half_power, q_star, 0.20)
shift = np.sqrt(np.log(2)/(2*K*limit_time))
assert abs(q_low - np.sqrt(q_star**2 - shift)) < 1e-9
assert abs(q_high - np.sqrt(q_star**2 + shift)) < 1e-9

# White deposition noise, including stable as well as unstable modes.
atomic_volume = lattice_constant**3/8
noise_strength = flux*atomic_volume


def noise_spectrum(q, time):
    return noise_strength*time*exprel(2*sigma(q)*time)


rng = np.random.default_rng(271)
steps, samples = 1000, 20000
dt = limit_time/steps
for q_test in (q_star, 0.15):
    amplitudes = np.zeros(samples)
    for _ in range(steps):
        kicks = rng.standard_normal(samples)*np.sqrt(noise_strength*dt)
        amplitudes += sigma(q_test)*amplitudes*dt + kicks
    sampled_power = np.mean(amplitudes**2)
    # Five percent covers sampling error and the finite time step.
    assert abs(sampled_power/noise_spectrum(q_test, limit_time) - 1) < 0.05
q_grid = np.linspace(0.01, 0.30, 2901)
for time in (10.0, 100.0, limit_time):
    peak = q_grid[np.argmax(noise_spectrum(q_grid, time))]
    assert abs(peak - q_star) < 1.1e-4

surface_spacing = lattice_constant/np.sqrt(2)


def roughness_integrand(q):
    return q*noise_spectrum(q, limit_time)/(2*np.pi)


noise_variance = quad(roughness_integrand, 0, 0.3, epsabs=1e-11)[0]
noise_variance += quad(roughness_integrand, 0.3,
                       np.pi/surface_spacing, epsabs=1e-11)[0]
box = 1000.0
q_axis = 2*np.pi*np.arange(-250, 251)/box
q_radius = np.hypot(q_axis[:, None], q_axis[None, :])
mode_variance = np.sum(noise_spectrum(q_radius, limit_time))/box**2
assert abs(mode_variance/noise_variance - 1) < 2e-3
noise_rms = np.sqrt(noise_variance)
ripple_rms = nonlinear_amplitude/np.sqrt(2)

# Lattice discreteness along a surface row.
q_lattice = 2*np.arcsin(surface_spacing*q_star/2)/surface_spacing


def lattice_rate(q):
    effective_q = 2*np.sin(q*surface_spacing/2)/surface_spacing
    return sigma(effective_q)


lattice_found = minimize_scalar(lambda q: -lattice_rate(q),
                               bounds=(0.05, 0.15), method="bounded",
                               options={"xatol": 1e-10})
assert abs(lattice_found.x - q_lattice) < 1e-6
lattice_shift = q_star/q_lattice - 1

# A larger destabilising coefficient along x selects waves along x.
nu_x = nu*(1 + anisotropy)


def negative_anisotropic_rate(q):
    radius2 = q[0]**2 + q[1]**2
    return -1000*(nu_x*q[0]**2 + nu*q[1]**2 - K*radius2**2)


aniso = minimize(negative_anisotropic_rate, [0.08, 0.03],
                 method="Nelder-Mead",
                 options={"xatol": 1e-9, "fatol": 1e-12, "maxiter": 2000})
q_aniso, rate_aniso = fastest_formula(nu_x, K)
assert aniso.success and abs(aniso.x[1]) < 1e-4
assert abs(aniso.x[0] - q_aniso) < 1e-5
assert abs(-aniso.fun/1000 - rate_aniso) < 1e-9

# Thermal sensitivity of K alone; nu is held fixed.
k_ev = Boltzmann/elementary_charge
inverse_change = 1/temperature - 1/(temperature + temperature_error)
K_hot = K*np.exp(activation_energy*inverse_change/k_ev)
q_hot, rate_hot = fastest_formula(nu, K_hot)
limit_slope = limit_amplitude*q_star
slope_error = np.sqrt(1 + limit_slope**2) - 1


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("Destabilising coefficient", nu, "nm^2/s")
show("Smoothing coefficient", K, "nm^4/s")
show("Fastest wavenumber", q_star, "1/nm")
show("Fastest wavelength", wavelength, "nm")
show("Fastest amplitude growth rate", sigma_star, "1/s")
show("Power growth rate", 2*sigma_star, "1/s")
show("Neutral wavelength", cut_wavelength, "nm")
show("Matrix fastest wavelength (1000 nm box)", matrix_wavelength, "nm")
show("Matrix fastest rate", matrix_rate, "1/s", 6)
show("Rough growth flux", flux, "nm/s")
show("Rough growth temperature", temperature, "K")
show("Rough Ge lattice constant", lattice_constant, "nm")
show("Chosen selected slope", selected_slope, "(dimensionless)")
show("Initial ripple amplitude", initial_amplitude, "nm")
show("Amplitude e-folding time", 1/sigma_star, "s")
show("Film grown per e-folding", flux/sigma_star, "nm")
show("Amplitude where rate is 10% low", limit_amplitude, "nm")
show("Slope at that amplitude", limit_slope, "(dimensionless)")
show("Linear time to that amplitude", limit_time, "s")
show("Film grown in that time", flux*limit_time, "nm")
show("Nonlinear amplitude at that time", nonlinear_amplitude, "nm")
show("Nonlinear amplitude deficit", 100*amplitude_deficit, "%")
show("Half-power short wavelength", 2*np.pi/q_high, "nm")
show("Half-power long wavelength", 2*np.pi/q_low, "nm")
show("Atomic volume", atomic_volume, "nm^3")
show("Deposition noise strength", noise_strength, "nm^4/s")
show("Shot-noise rms roughness", noise_rms, "nm")
show("Seeded ripple rms roughness", ripple_rms, "nm")
show("Surface row spacing", surface_spacing, "nm")
show("Lattice wavelength shift", 100*lattice_shift, "%")
show("Small-slope arc-length error", 100*slope_error, "%")
show("Chosen anisotropy of nu", 100*anisotropy, "%")
show("Wavelength with anisotropy", 2*np.pi/q_aniso, "nm")
show("Rate with anisotropy", rate_aniso, "1/s")
show("Chosen activation energy of K", activation_energy, "eV")
show("Temperature error", temperature_error, "K")
show("Smoothing coefficient when hotter", K_hot, "nm^4/s")
show("Wavelength when hotter", 2*np.pi/q_hot, "nm")
show("Rate when hotter", rate_hot, "1/s")
print("all assertions hold")
```

It prints:

```
Destabilising coefficient: 1 nm^2/s
Smoothing coefficient: 50 nm^4/s
Fastest wavenumber: 0.1 1/nm
Fastest wavelength: 62.83 nm
Fastest amplitude growth rate: 0.005 1/s
Power growth rate: 0.01 1/s
Neutral wavelength: 44.43 nm
Matrix fastest wavelength (1000 nm box): 62.5 nm
Matrix fastest rate: 0.00499952 1/s
Rough growth flux: 0.1 nm/s
Rough growth temperature: 430 K
Rough Ge lattice constant: 0.566 nm
Chosen selected slope: 0.2 (dimensionless)
Initial ripple amplitude: 0.05 nm
Amplitude e-folding time: 200 s
Film grown per e-folding: 20 nm
Amplitude where rate is 10% low: 0.5164 nm
Slope at that amplitude: 0.05164 (dimensionless)
Linear time to that amplitude: 467 s
Film grown in that time: 46.7 nm
Nonlinear amplitude at that time: 0.4926 nm
Nonlinear amplitude deficit: 4.604 %
Half-power short wavelength: 53.38 nm
Half-power long wavelength: 80.14 nm
Atomic volume: 0.02267 nm^3
Deposition noise strength: 0.002267 nm^4/s
Shot-noise rms roughness: 0.1348 nm
Seeded ripple rms roughness: 0.3483 nm
Surface row spacing: 0.4002 nm
Lattice wavelength shift: -0.006675 %
Small-slope arc-length error: 0.1332 %
Chosen anisotropy of nu: 10 %
Wavelength with anisotropy: 59.91 nm
Rate with anisotropy: 0.00605 1/s
Chosen activation energy of K: 0.5 eV
Temperature error: 5 K
Smoothing coefficient when hotter: 58.39 nm^4/s
Wavelength when hotter: 67.9 nm
Rate when hotter: 0.004282 1/s
all assertions hold
```
